\section*{Is an Oxide Hole Hop Adiabatic? A Landau-Zener Estimate}

\section{The question}

A hole in an oxide is self-trapped on one site by the lattice distortion around it, and an equivalent site lies next to it. The electronic coupling between the sites is $V=150$ meV, the phonon that carries the distortion has $\hbar\omega=40$ meV, the reorganization energy is $\lambda=1.2$ eV, and $T=300$ K. When the lattice brings the two sites into resonance, does the hole follow it to the new site, or does it usually miss the chance? How does the answer change with $V$, $\omega$, $\lambda$ and $T$? These are round model parameters and describe no particular material.

\section{The model and its energies}

Let one harmonic coordinate $x$, with mass $M$ and angular frequency $\omega$, describe the distortion. With the hole held on the donor or on the acceptor, the energies are
\begin{equation}
E_D=\tfrac12M\omega^2\left(x+\tfrac d2\right)^2,\qquad
E_A=\tfrac12M\omega^2\left(x-\tfrac d2\right)^2 .
\end{equation}
These are the diabatic energies. The reorganization energy is the vertical energy from the relaxed donor geometry, $x=-d/2$, to the acceptor curve, so $\lambda=\frac12M\omega^2d^2$. The curves cross at $x=0$, at energy $\frac18M\omega^2d^2=\lambda/4$. Their difference is linear in $x$:
\begin{equation}
z\equiv E_D-E_A=M\omega^2d\,x=Fx,\qquad
F=M\omega^2\sqrt{\frac{2\lambda}{M\omega^2}}=\omega\sqrt{2\lambda M}.
\end{equation}

The coupling $V>0$ is the off-diagonal element between the two states and is taken as constant. Since $\frac12M\omega^2x^2=z^2/(4\lambda)$, the lower eigenvalue is
\begin{equation}
E_-=\frac{\lambda}{4}+\frac{z^2}{4\lambda}-\frac12\sqrt{z^2+4V^2}.
\end{equation}
The gap at the crossing is $2V$. Away from $z=0$, the condition $dE_-/dz=0$ gives $\sqrt{z^2+4V^2}=\lambda$. This has two solutions, the two wells, if $2V<\lambda$. There $E_-=\lambda/4+(\lambda^2-4V^2)/(4\lambda)-\lambda/2=-V^2/\lambda$. At the top $E_-=\lambda/4-V$, so the adiabatic barrier is
\begin{equation}
E_a=\frac{\lambda}{4}-V+\frac{V^2}{\lambda}=\frac{(\lambda-2V)^2}{4\lambda}.
\end{equation}
This barrier says how much energy the lattice must supply. Whether the hole follows the lattice over it is a question of time.

\section{One passage through the crossing}

Take a classical lattice passing $x=0$ at constant speed $v$, so that $z=Fvt$. Write $k=Fv/\hbar$ and $w=V/\hbar$. The common energy of the two states affects only a common phase, and the amplitudes obey
\begin{equation}
i\dot a=\tfrac12kt\,a+w\,b,\qquad i\dot b=w\,a-\tfrac12kt\,b .
\end{equation}
Put $a=c\,e^{-ikt^2/4}$ and $b=u\,e^{-ikt^2/4}$. Then
\begin{equation}
\dot c=-iwu,\qquad \dot u=-iwc+ikt\,u,
\end{equation}
and differentiating the second equation and using the first gives
\begin{equation}
\ddot u-ikt\,\dot u+(w^2-ik)u=0 .
\end{equation}
A solution is
\begin{equation}
u=\int_0^\infty s^{i\delta}e^{\Phi}ds,\qquad
\Phi=ist-\frac{is^2}{2k},\qquad
\delta=\frac{w^2}{k}=\frac{V^2}{\hbar Fv},
\end{equation}
with the far end of the path tilted slightly below the real axis for convergence. To check it, insert $u$ in the equation. The integrand becomes
\begin{equation}
s^{i\delta}e^\Phi\left(-s^2+kts+w^2-ik\right)
=-ik\frac{d}{ds}\left(s^{1+i\delta}e^\Phi\right),
\end{equation}
which integrates to zero because the bracket on the right vanishes at both ends. The other amplitude follows from $c=(iktu-\dot u)/(iw)$:
\begin{equation}
c=\frac1w\int_0^\infty s^{i\delta}(kt-s)e^\Phi ds .
\end{equation}

For $t\to-\infty$, turn the path to $s=-i\sigma$. Both exponentials stay bounded during the turn. The factor $e^{-\sigma|t|}$ restricts $\sigma$ to values near $1/|t|$, so $s$ is negligible beside $kt$ and $s^2/k$ is negligible in $\Phi$. With $(-i)^{i\delta}=e^{\pi\delta/2}$,
\begin{equation}
|c(-\infty)|=\frac kw e^{\pi\delta/2}|\Gamma(1+i\delta)| .
\end{equation}
In the same limit $u$ falls as $1/|t|$, so the hole does start on the donor.

For $t\to+\infty$, let the path run from 0 up the imaginary axis, $s=i\sigma$, and return from infinity in the second quadrant along the line $s=kt+re^{-i\pi/4}$. On this line $|e^\Phi|=e^{-r^2/2k}$. The factor $kt-s$ is odd in $r$, so the leading term integrates to zero and the remainder falls as $1/t$. The imaginary axis gives the same integral as before, now with $i^{i\delta}=e^{-\pi\delta/2}$:
\begin{equation}
|c(+\infty)|=\frac kw e^{-\pi\delta/2}|\Gamma(1+i\delta)| .
\end{equation}
The probability of remaining on the donor curve is the squared ratio, $e^{-2\pi\delta}$. The lower adiabatic state changes from donor to acceptor at the crossing, so following it means changing diabatic curve. Its probability is
\begin{equation}
P(v)=1-\exp\left(-\frac{2\pi V^2}{\hbar Fv}\right).
\end{equation}
This is the Landau-Zener formula. Direct numerical propagation of the two amplitudes, at the thermal speed chosen below, was used to test it for all three couplings considered here.

\section{The thermal exponent}

The one-dimensional Maxwell distribution has mean speed $\langle|v|\rangle=\sqrt{2k_BT/(\pi M)}$. Using it for $v$ gives
\begin{equation}
F\langle|v|\rangle=\omega\sqrt{2\lambda M}\sqrt{\frac{2k_BT}{\pi M}}
=\frac{2\omega\sqrt{\lambda k_BT}}{\sqrt\pi},
\end{equation}
so the mass cancels and the exponent is
\begin{equation}
g=\frac{2\pi V^2}{\hbar F\langle|v|\rangle}
=\frac{\pi^{3/2}V^2}{\hbar\omega\sqrt{\lambda k_BT}} .
\label{eq:g}
\end{equation}
If the phonon is given by its ordinary frequency $\nu$, then $\hbar\omega=h\nu$ and no further $2\pi$ enters.

The choice of mean speed has a reason. Crossings occur in proportion to $v$, so thermal averages carry the weight $v\,e^{-Mv^2/2k_BT}$. With it,
\begin{equation}
\left\langle\frac1v\right\rangle_{\rm flux}
=\frac{\int_0^\infty e^{-Mv^2/2k_BT}dv}{\int_0^\infty v\,e^{-Mv^2/2k_BT}dv}
=\sqrt{\frac{\pi M}{2k_BT}}=\frac1{\langle|v|\rangle}.
\end{equation}
Thus $g$ is the flux average of the exponent, and for weak coupling it is also the average transfer probability. For any coupling, convexity of the exponential gives $\langle e^{-y}\rangle\ge e^{-\langle y\rangle}$. Hence $P=1-e^{-g}$ is an upper bound on the flux-averaged probability.

In this classical estimate, the hop is mostly adiabatic for $g\gg1$ and mostly nonadiabatic for $g\ll1$. Setting $g=1$ defines a crossover coupling:
\begin{equation}
V_c=\left(\frac{\hbar\omega\sqrt{\lambda k_BT}}{\pi^{3/2}}\right)^{1/2},
\qquad g=\left(\frac V{V_c}\right)^2 .
\end{equation}

\section{How large it is}

At 300 K, $k_BT=25.85$ meV and $\sqrt{\lambda k_BT}=176.1$ meV. For the hole in question,
\begin{equation}
g=\frac{5.568\times(150\ {\rm meV})^2}
{(40\ {\rm meV})(176.1\ {\rm meV})}\approx17.8 .
\end{equation}
The crossover is at $V_c\approx35.6$ meV, and 150 meV is 4.2 times larger. By this estimate the hop is adiabatic. Two weaker couplings, with the other parameters unchanged, show the contrast:
\begin{center}
\begin{tabular}{cccc}
$V$ (meV) & $g$ & $P$ & flux average of $P(v)$\\
10 & 0.079 & 0.076 & 0.072\\
40 & 1.26 & 0.72 & 0.60\\
150 & 17.8 & 1.00 & 1.00
\end{tabular}
\end{center}
At 10 meV the flux average means that about one passage in fourteen transfers the hole. At 40 meV the exponent is close to one and gives no clear verdict.

\section{How it scales}

Equation~(\ref{eq:g}) gives $g\propto V^2\omega^{-1}\lambda^{-1/2}T^{-1/2}$. The coupling matters most: halving it from 150 to 75 meV reduces $g$ from 17.8 to 4.4. A stiffer phonon or a larger $\lambda$ sweeps the levels through resonance faster. So does heating, but weakly: doubling $T$ divides $g$ by $\sqrt2$, to 12.6. The crossover coupling varies more slowly still, as $V_c\propto\omega^{1/2}(\lambda T)^{1/4}$, so moderate errors in $\lambda$ hardly move it. An error in $V$ enters squared.

\section{Returns and the weak-coupling limit}

A hole that stays on the donor curve can have a second chance: the lattice climbs that curve, turns and crosses again. Suppose that the phases of successive crossings average out. Let $R$ be the probability of finally reaching the acceptor for a lattice moving towards the acceptor well on the acceptor side of the crossing, but still on the donor curve. On its return it changes curve with probability $P$. It then climbs the acceptor curve on the donor side, turns and crosses once more. There it either stays on the acceptor curve and arrives, with probability $1-P$, or changes back and repeats the cycle, with probability $P$. Therefore
\begin{equation}
R=P\left[(1-P)+PR\right]\quad\Rightarrow\quad
R=\frac{P(1-P)}{1-P^2}=\frac P{1+P}.
\end{equation}
The total transfer probability after the first approach is
\begin{equation}
\kappa=P+(1-P)R=\frac{P(1+P)+P(1-P)}{1+P}=\frac{2P}{1+P}.
\end{equation}
With $P=1-e^{-g}$ it is 0.14, 0.84 and 1.00 for the three couplings. Since $2P/(1+P)$ is increasing and concave in $P$, these are upper bounds on the flux average of $\kappa$; inserting the tabulated average 0.60 already lowers the bound at 40 meV to 0.75.

For $g\ll1$, $\kappa\approx2g$. A classical oscillator in the donor well reaches the crossing $(\omega/2\pi)e^{-\lambda/4k_BT}$ times per second in the forward direction, so the rate is
\begin{equation}
2g\,\frac{\omega}{2\pi}\,e^{-\lambda/4k_BT}
=\frac{V^2}{\hbar}\sqrt{\frac{\pi}{\lambda k_BT}}\;e^{-\lambda/4k_BT}.
\end{equation}
This is the Marcus rate. The phonon frequency has cancelled: a faster phonon makes more attempts, each with proportionally less chance of transfer. A rate independent of $\omega$ is thus a mark of the nonadiabatic limit in this classical model.

In the adiabatic limit $\kappa$ is saturated, and the coupling acts mainly through the barrier. At $V=150$ meV,
\begin{equation}
E_a=\frac{(1.2-0.3)^2}{4\times1.2}\ {\rm eV}=0.169\ {\rm eV},
\end{equation}
compared with $\lambda/4=0.300$ eV for the diabatic crossing. The difference of 0.131 eV is worth a Boltzmann factor of about 160. Using $\lambda/4$ as the barrier because $\kappa=1$ would therefore be a serious error.

\section{How far the verdict can be trusted}

Two assumptions are strained. The first is constant speed. Between $z=0$ and $z=2V$ the donor energy rises by $V+V^2/\lambda$, while the typical kinetic energy at the crossing is of order $k_BT$. At 150 meV, $V/k_BT=5.8$, so the speed cannot be constant over the region where the states mix. The value $g=17.8$ shows on which side of the crossover the hop lies, but $e^{-17.8}$ should not be read as its failure probability.

The second is a classical lattice, since $\hbar\omega$ exceeds $k_BT$. For weak coupling the quantum rate, smoothed over the level spacing $\hbar\omega$, follows from Fermi's golden rule:
\begin{equation}
k_q=\frac{2\pi V^2}{\hbar}\,\frac1{\hbar\omega}
\sum_n p_n\left|\langle n_D|n_A\rangle\right|^2 ,
\end{equation}
where $p_n$ is the thermal population and $n_D$, $n_A$ are equal-energy levels of the two displaced oscillators. It is 1.82 times the Marcus rate for the 40 meV phonon, but 1.04 times for a 10 meV phonon. Quantum motion thus changes the weak-coupling rate by a factor of about two here.

A more direct check treats the lattice coordinate quantum mechanically at each coupling. Let $N(E)$ be the probability of passing from one well to the other at energy $E$, with outgoing waves absorbed in the wells. Define
\begin{equation}
q=\frac{\int N_{\rm two\ states}(E)\,e^{-E/k_BT}dE}
{\int N_{\rm lower\ surface}(E)\,e^{-E/k_BT}dE}.
\end{equation}
The denominator describes motion on $E_-$ alone, so $q$ near one means that the adiabatic picture gives the right thermal flux. The computed values are 0.034, 0.33 and 0.84 at 10, 40 and 150 meV. The verdicts at the two ends stand. At 40 meV, however, the lower surface alone overestimates the flux threefold, although the mean-speed estimate is $\kappa=0.84$.

The numbers $q$ and $\kappa$ need not agree, because they have different references. For classical nuclei and weak coupling, the numerator of $q$ is approximately $k_BT\,\kappa\,e^{-\lambda/4k_BT}$ and the denominator is $k_BT\,e^{-(\lambda/4-V)/k_BT}$. This gives $q\approx\kappa e^{-V/k_BT}$, or roughly 0.1 at 10 meV. The still smaller computed value means that quantum motion raises the lower-surface flux by more than it raises the two-state flux.

The remaining deficit at 150 meV can be compared with a known omission from $E_-$. Write the lower electronic state as $\phi=\cos\theta\,|D\rangle+\sin\theta\,|A\rangle$, with $\theta$ depending on $x$. The lattice kinetic energy acts on $\phi$ too. Since $\langle\phi|\phi'\rangle=0$, differentiation gives $\langle\phi|\phi''\rangle=-\langle\phi'|\phi'\rangle=-\theta'^2$, which adds $\hbar^2\theta'^2/2M$ to the surface. From $\cot2\theta=Fx/2V$, $|\theta'|=F/4V$ at the crossing, and the barrier top rises by
\begin{equation}
\Delta=\frac{\hbar^2F^2}{32MV^2}=\frac{(\hbar\omega)^2\lambda}{16V^2}.
\end{equation}
At 150 meV this is $(40^2\times1200)/(16\times150^2)=5.3$ meV, and $e^{-\Delta/k_BT}=0.81$. That is close to the computed 0.84, which suggests, without proving it, that this term causes most of the deficit.

The same term supplies a second condition, needed if $E_-$ is to be used alone. Requiring at least $\Delta<k_BT$ gives
\begin{equation}
V>\hbar\omega\sqrt{\frac{\lambda}{16k_BT}}\approx68\ {\rm meV}.
\end{equation}
For these parameters it is stricter than $V>V_c$. It is a minimum requirement only: at the threshold the lower surface alone still overestimates the flux by nearly a factor of two. It scales differently, as $\omega\lambda^{1/2}T^{-1/2}$, so heating relaxes it while raising $V_c$. At 40 meV, $\Delta=75$ meV exceeds both $V$ and $k_BT$: the lower surface by itself is then a poor description, in line with $q=0.33$.

The hole with $V=150$ meV meets both conditions, and its hop is adiabatic, with a lower-surface flux about 19\% above the two-state value. A coupling near 40 meV needs a two-state treatment. The model is an isolated pair of sites. If every site of a lattice carries its own distortion, the trapping energy is $\lambda/2=0.6$ eV, and it competes with the band-edge gain of $V$ per equivalent neighbour: with six neighbours this is 0.9 eV, and a hole with $V=150$ meV would not be stably self-trapped. The barrier and the verdict therefore apply to pairs or paths of low coordination. These conclusions also hold only for one phonon mode, equivalent sites and a constant coupling; an energy offset between the sites, as in a disordered film, would change the crossing energy and hence the barrier. The computed values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K
Thermal energy kT: 25.852 meV
Phonon energy: 40.0 meV
Phonon frequency: 9.672 THz
Reorganization energy: 1.200 eV
Diabatic barrier: 0.3000 eV
sqrt(lambda kT): 176.13 meV
pi to the power 3/2: 5.5683 (no unit)
Coupling at exponent one: 35.57 meV
--- Coupling V: 10 meV ---
V/kT: 0.387 (no unit)
Landau-Zener exponent: 0.0790 (no unit)
One-passage probability: 0.07599 (no unit)
Flux-averaged probability: 0.07154 (no unit)
Kappa with returns: 0.14125 (no unit)
Adiabatic barrier: 0.29008 eV
Quantum two-state/lower-surface ratio: 0.034 (no unit)
--- Coupling V: 40 meV ---
V/kT: 1.547 (no unit)
Landau-Zener exponent: 1.2646 (no unit)
One-passage probability: 0.71764 (no unit)
Flux-averaged probability: 0.60285 (no unit)
Kappa with returns: 0.83561 (no unit)
Adiabatic barrier: 0.26133 eV
Quantum two-state/lower-surface ratio: 0.328 (no unit)
--- Coupling V: 150 meV ---
V/kT: 5.802 (no unit)
Landau-Zener exponent: 17.7832 (no unit)
One-passage probability: 1.00000 (no unit)
Flux-averaged probability: 0.99944 (no unit)
Kappa with returns: 1.00000 (no unit)
Adiabatic barrier: 0.16875 eV
Quantum two-state/lower-surface ratio: 0.843 (no unit)
Soft test phonon: 10 meV
Soft-mode quantum/classical weak rate: 1.040 (no unit)
Chosen-mode quantum/classical weak rate: 1.820 (no unit)
Transmission/overlap-sum weak rate: 1.011 (no unit)
\end{verbatim}
